# Are Periodic Coupled-Cluster Amplitudes Real? Time Reversal and Bloch Orbitals

**Q.** I am writing a CCSD program for crystals. My Hamiltonian is time-reversal symmetric and has no spin-orbit coupling, so I intend to store the amplitudes as real numbers. In a molecule that is what time reversal gives me. Why should a crystal differ?

**A.** Because of the orbitals. In the molecule you chose real ones. Bloch orbitals carry a crystal momentum, and time reversal changes its sign. Take a ring of \(N\) cells with orthonormal site functions \(x=(R,s)\), where \(R\) is the cell and \(s\) the site within it. A Bloch orbital of band \(n\) is

\[
\phi_{nk}(R,s)=\frac{e^{ikR}}{\sqrt N}\,c_{s}(n,k),\qquad F(k)\,c(n,k)=\varepsilon_n(k)\,c(n,k).
\]

Assume a real, spin-independent Hamiltonian and a closed-shell Hartree–Fock reference that is itself invariant under complex conjugation. The Fock matrix between sites is then real. Its Bloch transform is a sum of real matrices times \(e^{-ikR}\), so \(F(-k)=F(k)^*\). Conjugating the eigenvalue equation, with \(\varepsilon\) real because \(F(k)\) is Hermitian, gives

\[
F(-k)\,c(n,k)^*=\varepsilon_n(k)\,c(n,k)^* .
\]

So \(c(n,k)^*\) is an eigenvector at \(-k\) with the same energy. If the bands are nondegenerate at each \(k\), then \(\phi_{n,-k}=e^{i\beta}\phi_{nk}^*\) with some phase \(\beta\). The symmetry relates two orbitals; it does not make either one real.

**Q.** Then the amplitudes at \(k\) and \(-k\) should be conjugates. I tried that on a small ring, and the numbers did not match.

**A.** Your diagonalizer chose the phases. Define the cluster operator in spin orbitals by

\[
T=\sum_{ia}t_i^a\,a^\dagger i+\tfrac14\sum_{ijab}t_{ij}^{ab}\,a^\dagger b^\dagger j\,i ,
\]

with \(i,j\) occupied, \(a,b\) virtual, and each letter also standing for its annihilation operator. Change every orbital to \(\phi_p'=e^{i\alpha_p}\phi_p\). Creation operators gain \(e^{i\alpha_p}\) and annihilation operators \(e^{-i\alpha_p}\), so

\[
a'^\dagger b'^\dagger j'i'=e^{i(\alpha_a+\alpha_b-\alpha_i-\alpha_j)}\,a^\dagger b^\dagger j\,i .
\]

The operator \(T\) must stay the same, hence

\[
t_{ij}'^{\,ab}=e^{i(\alpha_i+\alpha_j-\alpha_a-\alpha_b)}\,t_{ij}^{ab}.
\]

The phase of one amplitude is therefore a convention. To compare \(k\) with \(-k\), use the paired gauge: choose \(\phi_{nk}\), then set \(\phi_{n,-k}=\phi_{nk}^*\). If \(k\) and \(-k\) are the same point modulo a reciprocal vector, make the orbital real. This is possible: if \(\phi^*=e^{i\beta}\phi\), then \(\phi'=e^{i\beta/2}\phi\) satisfies \(\phi'^*=e^{-i\beta/2}e^{i\beta}\phi=\phi'\).

**Q.** And in that gauge the relation can be proved for the full nonlinear equations?

**A.** Yes, with one condition on the solution. Let \(K\) be complex conjugation in the site basis: it conjugates numbers and leaves the site operators \(x^\dagger\) alone, spin included. For a spin-independent Hamiltonian this is all we need from time reversal. Write \(\bar p\) for orbital \(p\) with its momentum reversed. In the paired gauge

\[
K p^\dagger K^{-1}=\sum_x\phi_p(x)^*x^\dagger=\bar p^\dagger .
\]

The reference \(\Phi\) is a product of pairs \(k{\uparrow}^\dagger k{\downarrow}^\dagger\). \(K\) permutes these pairs, and pairs commute, so \(K\Phi=\Phi\), provided the mesh contains \(-k\) whenever it contains \(k\). The CCSD equations are

\[
\langle\Phi_\mu|e^{-T}He^{T}|\Phi\rangle=0,\qquad E=\langle\Phi|e^{-T}He^{T}|\Phi\rangle ,
\]

for all singly and doubly excited determinants \(\Phi_\mu\). Since \(KHK^{-1}=H\), applying \(K\) replaces \(T\) by \(\tilde T=KTK^{-1}\). An antiunitary operator conjugates inner products, \(\langle Ku|Kv\rangle=\langle u|v\rangle^*\), so

\[
\langle K\Phi_\mu|e^{-\tilde T}He^{\tilde T}|\Phi\rangle=0,\qquad
\langle\Phi|e^{-\tilde T}He^{\tilde T}|\Phi\rangle=E^* .
\]

The \(K\Phi_\mu\) are again all the single and double excitations, up to signs. Thus \(\tilde T\) is also a solution, with energy \(E^*\). Its doubles part is \(\tfrac14\sum (t_{ij}^{ab})^*\,\bar a^\dagger\bar b^\dagger\bar j\,\bar i\). If the solution you found is the symmetric one, \(\tilde T=T\), comparison of coefficients gives

\[
t_{\bar i\bar j}^{\bar a\bar b}=(t_{ij}^{ab})^*,\qquad t_{\bar i}^{\bar a}=(t_i^a)^*,\qquad E=E^* .
\]

The condition matters because the proof does not exclude a solution with \(\tilde T\ne T\). \(K\) would then exchange two solutions with conjugate energies, and this argument would not force those energies to be real.

**Q.** Show me numbers.

**A.** Take three sites A, B, C per cell, with site energies \(-2,0,1\), nearest-neighbour hopping matrix element \(-1\), on-site repulsion 4 and nearest-neighbour repulsion 2. The sign of the hopping matters here, because a ring with an odd number of sites does not let you remove it by changing the signs of site functions. All energies are in units of the hopping strength, the natural unit of this model. Three cells hold six electrons, which fill one band. The momenta are \(k=2\pi m/3\), \(m=0,1,2\), and reversal exchanges \(m=1\) and \(m=2\).

The program gives all Bloch orbitals random phases and imposes neither momentum conservation nor time reversal on the amplitudes. From here on, \(t_{ij}^{ab}\) with spatial labels means the amplitude for \(i{\uparrow}\,j{\downarrow}\to a{\uparrow}\,b{\downarrow}\). One amplitude takes momenta \((1,0)\) to \((2,2)\), both electrons entering the lowest virtual band; its partner takes \((2,0)\) to \((1,1)\).

- Random phases: \(-0.0297-0.0317i\) and \(0.0357-0.0248i\).
- Paired gauge: \(0.0343-0.0267i\) and \(0.0343+0.0267i\).

The modulus survives the change, as it must: \(\sqrt{0.0297^2+0.0317^2}\) and \(\sqrt{0.0343^2+0.0267^2}\) are both 0.043. Over all doubles amplitudes, the largest violation of the conjugation rule falls from 0.086 with random phases to rounding error in the paired gauge.

**Q.** But if phases are conventions, perhaps a cleverer choice makes everything real.

**A.** Test that with something phases cannot change. Define the repulsion integral

\[
\langle ij|ab\rangle=\sum_{xy}\phi_i(x)^*\phi_j(y)^*W(x,y)\phi_a(x)\phi_b(y),
\]

where \(W\) is the real repulsion between sites. Under the phase change it gains \(e^{-i(\alpha_i+\alpha_j)+i(\alpha_a+\alpha_b)}\), and so does \(\langle ij|ba\rangle\). This cancels the factor gained by \(t_{ij}^{ab}\), so

\[
X=t_{ij}^{ab}\,\langle ij|ba\rangle
\]

is independent of orbital phases. For the amplitude above, \(X=-0.00953+0.00105i\), and the reversed one gives the conjugate. If a phase choice made all amplitudes and all integrals real, \(X\) would be real. No such choice exists here, so rephasing Bloch orbitals cannot turn this calculation into real arithmetic. \(X\) does not by itself exclude real amplitudes accompanied by complex integrals. For that, use amplitudes alone: with one phase per spatial orbital, \(t_{ij}^{ab}\) and \(t_{ij}^{ba}\) gain the same factor, so \(t_{ij}^{ab}(t_{ij}^{ba})^*\) is independent of the phases. On this ring its largest imaginary part is \(1.2\times10^{-4}\), so no such rephasing makes all the amplitudes real.

There is a detail in this example. Both electrons enter the same spatial orbital, \(a=b\). At first order \(t_{ij}^{aa}=\langle aa|ij\rangle/(\varepsilon_i+\varepsilon_j-2\varepsilon_a)\), so

\[
X^{(1)}=\frac{|\langle ij|aa\rangle|^2}{\varepsilon_i+\varepsilon_j-2\varepsilon_a},
\]

which is real. The imaginary part of this particular \(X\) comes from beyond first order.

**Q.** So I should reverse my belief: periodic amplitudes are complex, and only the total energy is real.

**A.** That goes too far the other way. Here are three ways to recover real amplitudes.

First, give up momentum labels. For \(k\ne-k\), the combinations

\[
\frac{\phi_{nk}+\phi_{nk}^*}{\sqrt2}=\sqrt2\,\mathrm{Re}\,\phi_{nk},\qquad
\frac{\phi_{nk}-\phi_{nk}^*}{i\sqrt2}=\sqrt2\,\mathrm{Im}\,\phi_{nk}
\]

are a unitary mixture of the orbitals at \(k\) and \(-k\). They mix occupied with occupied and virtual with virtual, so the reference (up to a phase) and the spaces of single and double excitations are unchanged. The same operator \(T\) solves the equations. In real orbitals \(K\) maps every orbital to itself, and \(\tilde T=T\) now says \(t=t^*\). A separate CCSD calculation in real orbitals of the three-cell ring gives a correlation energy of \(-0.389117\), the same as the Bloch calculation, and rotating its real amplitudes reproduces the complex ones. What you lose is part of the selection rule. Translating the crystal by one cell multiplies a Bloch amplitude's operator by a phase fixed by \(k_a+k_b-k_i-k_j\), so a translation-invariant \(T\) contains only terms where this vanishes modulo \(2\pi\). Real mixtures of \(k\) and \(-k\) are labelled only by the pair \(\pm k\), which forbids fewer terms.

Second, every mesh point may be its own reverse. Two cells give \(k=0\) and \(k=\pi\). All orbitals can be chosen real, and then so are the amplitudes of the symmetric solution.

Third, the crystal may have an inversion centre. Inversion \(P\) sends \(k\) to \(-k\), and \(K\) sends it back. For a nondegenerate band \(PK\phi=e^{i\beta}\phi\). Setting \(\phi'=e^{i\beta/2}\phi\), we find \(PK\phi'=e^{-i\beta/2}e^{i\beta}\phi=\phi'\), because \(K\) conjugates the prefactor. Now \(PK\) leaves each Bloch orbital unchanged and commutes with \(H\). The earlier argument, with \(PK\) in place of \(K\), gives \(t=t^*\) for a solution with this symmetry, momentum labels intact. Changing the site energies to \(-2,\tfrac12,\tfrac12\) puts an inversion centre on A. With random phases the largest imaginary part of a doubles amplitude is 0.034; in the new gauge it is rounding error.

**Q.** And the other half, "only the total energy"? Surely each momentum channel contributes a real energy.

**A.** Orbital energies are real, as we saw, but the channels need not be. In a Hartree–Fock reference the occupied-virtual Fock elements vanish, so the correlation energy comes from \(T_2+\tfrac12T_1^2\). With \(\langle ij||ab\rangle=\langle ij|ab\rangle-\langle ij|ba\rangle\), in spin orbitals,

\[
E_{\rm corr}=\tfrac14\sum\langle ij||ab\rangle\,t_{ij}^{ab}+\tfrac12\sum\langle ij||ab\rangle\,t_i^at_j^b .
\]

Antisymmetry of the integral lets us replace \(\tfrac12t_i^at_j^b\) by \(\tfrac14(t_i^at_j^b-t_i^bt_j^a)\). Now sum over spins, using spatial labels and \(\tau_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b\). Opposite spins give four equal terms, which cancel the \(\tfrac14\) and leave \(\sum\langle ij|ab\rangle\tau_{ij}^{ab}\). For a spin-singlet \(T\), the equal-spin quantity is \(\tau_{ij}^{ab}-\tau_{ij}^{ba}\). The two equal-spin cases contribute

\[
\tfrac24\sum\bigl(\langle ij|ab\rangle-\langle ij|ba\rangle\bigr)\bigl(\tau_{ij}^{ab}-\tau_{ij}^{ba}\bigr)
=\sum\bigl(\langle ij|ab\rangle-\langle ij|ba\rangle\bigr)\tau_{ij}^{ab},
\]

since exchanging the names \(a,b\) makes the second half equal to the first. Altogether

\[
E_{\rm corr}=\sum_{ijab}\tau_{ij}^{ab}\bigl(2\langle ij|ab\rangle-\langle ij|ba\rangle\bigr).
\]

Group the terms by momenta. In the paired gauge reversal conjugates both factors, so a block and its reverse are conjugates. The block \((0,2)\to(2,0)\) contributes \(-0.023496-0.000395i\); the block \((0,1)\to(1,0)\) contributes \(-0.023496+0.000395i\). Their sum is \(2(-0.023496)=-0.046992\). The imaginary parts cancel in pairs, so discarding the imaginary part of every block leaves the total unchanged; discarding it in one member of a pair only would leave its partner's uncancelled. If you compute one block from each pair, add its conjugate for the omitted partner, and count a block that is its own reverse, such as \((0,0)\to(0,0)\), once.

**Q.** The total would be real anyway. The Hamiltonian is Hermitian.

**A.** The Hamiltonian is, but \(e^{-T}He^T\) in general is not, and truncated coupled cluster does not evaluate an expectation value. Reality came from \(E=E^*\), which used a mesh closed under reversal. Remove that and see. Impose \(\phi(R+N)=e^{i\theta}\phi(R)\), which shifts the mesh to

\[
k=\frac{2\pi m+\theta}{N}.
\]

For \(-k\) to be on it we need \(-(2\pi m+\theta)=2\pi m'+\theta\) for some integer \(m'\), or \(\theta=-\pi(m+m')\). So \(\theta\) must be a multiple of \(\pi\). Otherwise \(K\) maps the problem at \(\theta\) to the one at \(-\theta\), and for corresponding solutions

\[
E(-\theta)=E(\theta)^* .
\]

For three cells at \(\theta=\pm\pi/2\), the CCSD correlation energies are \(-0.382472\mp0.000015i\).

**Q.** That could be a convergence error, or a bug in complex arithmetic.

**A.** It deserves that suspicion. For a two-cell ring at \(\theta=\pi/2\), the program builds \(e^{-T}He^{T}|\Phi\rangle\) explicitly in the space of all occupations. The singles and doubles projections vanish to about \(10^{-11}\), and the total energy is \(-4.528631+0.000044i\), in agreement with the CCSD equations.

Two comparisons isolate the cause. Second-order perturbation theory on the same twisted three-cell mesh gives a real energy, because

\[
E^{(2)}=\tfrac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}
\]

is real term by term. And the chain with an inversion centre has a real CCSD energy at the same twist: \(K\) takes \(\theta\) to \(-\theta\), \(P\) takes it back, and \(PK\) again enforces \(E=E^*\). Without truncation, \(E\) would be an eigenvalue of the Hermitian \(H\), hence real on any mesh.

**Q.** What do I do with an imaginary energy when I use shifted meshes to reduce finite-size error?

**A.** Include both \(\theta\) and \(-\theta\) with equal weight. The average is

\[
\tfrac12\bigl[E(\theta)+E(\theta)^*\bigr]=\mathrm{Re}\,E(\theta),
\]

here \(-0.382472\). You can therefore run one twist and keep the real part, provided the two solutions correspond. The imaginary part is \(0.000015/0.382\approx4\times10^{-5}\) of the correlation energy in this example; that ratio is not a bound for other systems. If the energy per cell tends to a limit that does not depend on the mesh offset, its imaginary part must vanish there, since \(\theta\) and \(-\theta\) would share one limit while remaining conjugates. The real part can still carry a finite-size error, and a small imaginary part does not measure it.

On a mesh closed under reversal, an imaginary energy above the convergence error has another meaning: an assumption has failed. Look for a magnetic field, a reference or a CCSD solution that breaks the symmetry, or a programming error.

**Q.** Then my storage plan becomes: complex amplitudes for Bloch orbitals in general, with half of them recoverable by conjugation after fixing the phases.

**A.** Yes, apart from amplitudes whose momenta are all self-reversed: they are their own partners, and real in that gauge. The singlet symmetry \(t_{ij}^{ab}=t_{ji}^{ba}\) makes more of them real: for \(j=\bar i\) and \(b=\bar a\) the partner \(t_{\bar i i}^{\bar a a}\) equals \(t_{i\bar i}^{a\bar a}\) itself, so if you already use that symmetry, store these once, as real numbers. With an inversion centre, use the \(PK\) gauge and real storage. Fixing phases is enough only for nondegenerate bands, as on this ring. Real crystals often have degenerate levels at symmetry points and lines, where a diagonalizer returns an arbitrary unitary mixture. There you must rotate within each degenerate set to orbitals left unchanged by \(K\) (at self-reversed \(k\)) or by \(PK\); such a basis exists because \(K^2=1\) and \((PK)^2=1\) without spin-orbit coupling. The numerical check below tests the conjugation rule and the inversion gauge for the model ring.

## Numbers as computed

```
All energies are in units of the hopping; amplitudes have no unit
hopping, on-site U, neighbour V = 1.0, 4.0, 2.0
polar site energies A,B,C = (-2.0, 0.0, 1.0)
centric site energies A,B,C = (-2.0, 0.5, 0.5)
main mesh: cells = 3, electrons = 6, twist = 0 rad
HF band gap on this mesh = 3.059964
HF total energy = -6.39869384
MP2 correlation energy = -0.30484083
CCSD correlation energy = -0.38911712
CCSD imaginary part = -2.3e-17
CCSD total energy per cell = -2.26260365
real-orbital CCSD correlation energy = -0.38911712
largest real-to-Bloch amplitude mismatch = 2.6e-11
largest momentum-forbidden amplitude = 4.0e-17
sample momentum indices m (i,j,a,b) = (1, 0, 2, 2)
sample virtual bands (a,b), 1 = lowest virtual = (1, 1)
reversed momentum indices m (i,j,a,b) = (2, 0, 1, 1)
sample t, random gauge = -0.029706 -0.031739 i
reversed t, random gauge = 0.035686 -0.024826 i
sample t, paired gauge = 0.034304 -0.026702 i
reversed t, paired gauge = 0.034304 +0.026702 i
largest conjugation mismatch, random gauge = 0.086461
largest conjugation mismatch, paired gauge = 7.2e-17
sample invariant X = t<ij|ba> = -0.00952825 +0.00104802 i
reversed invariant X = -0.00952825 -0.00104802 i
energy block momentum indices (i,j,a,b) = (0, 2, 2, 0)
energy block = -0.02349607 -0.00039456 i
reversed energy block = -0.02349607 +0.00039456 i
centric chain: max |Im t|, random gauge = 0.034145
centric chain: max |Im t|, PT gauge = 3.0e-17
two-cell self-reversed mesh: max |Im X| = 4.2e-18
twist magnitude = 1.570796 rad
twisted MP2 correlation energy = -0.29947684
twisted MP2 imaginary part = 0.0e+00
CCSD correlation energy, +twist = -0.3824715719 -0.0000152377 i
CCSD correlation energy, -twist = -0.3824715719 +0.0000152377 i
mean over both twists = -0.3824715719 +0.0000000000 i
centric twisted CCSD imaginary part = 2.3e-17
polar CCSD imaginary part at twist pi = 9.1e-18
two-cell twisted total energy, CCSD equations = -4.5286306369 +0.0000438998 i
two-cell twisted total energy, Fock space = -4.5286306369 +0.0000438998 i
largest Fock-space CCSD residual = 1.5e-11
```
